Exchange Narrowing in Two Ferromagnetically Coupled Macrospins, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two lines and their strengths

Two macrospins, alike in all but their local frequencies f₁ and f₂, precess about a common axis, and a ferromagnetic exchange of strength J, expressed as a frequency, couples them. A spatially uniform microwave field drives both. If f₁ = f₂, the field tilts both spins equally, they stay parallel, and exchange exerts no torque between parallel spins. The response then has one line, whatever the value of J. A second line can appear only through the detuning, measured here by D = (f₁ − f₂)/2.

Symmetry fixes how it appears. For two otherwise equal spins, interchanging the labels reverses D and changes nothing measurable, so the strength of the second line is even in D. A frame rotating about the common axis at the mean frequency f₀ = (f₁ + f₂)/2 removes f₀ from the undamped free motion and leaves the exchange unchanged, because exchange depends on the angle between the spins alone. The relative strength R is dimensionless and can therefore depend on D/J alone. At D = 0 and J > 0 the two modes have different frequencies, as shown below, so R has a regular expansion in D. It vanishes at D = 0 and is even, hence

R = C (D/J)² + terms of order (D/J)⁴.   (1)

The quadratic law follows from symmetry. The coefficient C, the behaviour at arbitrary coupling and the meaning of "strength" in an absorption measurement require the equations of motion.

Let mⱼ be the unit vector along the magnetization of layer j, with j = 1, 2. Both layers have magnetization M, thickness t, gyromagnetic ratio γ > 0 and Gilbert damping α. The exchange energy per unit area is −Aₓ m₁·m₂ with Aₓ > 0, which favours parallel alignment. The effective field on a layer is minus the derivative of this energy with respect to its unit vector, divided by the moment per unit area Mt. Layer 1 thus feels the field Bₓm₂ and layer 2 the field Bₓm₁, where

Bₓ = Aₓ/(Mt),   J = γBₓ/(2π).   (2)

The common axis is z. Along it act an applied field B and an effective uniaxial anisotropy field Bₖⱼ mⱼz, which includes the demagnetizing field of the film. Everything static is symmetric about z, so the free precession is circular. The drive is a field of amplitude b rotating in the sense of the precession, with components b cos ωt and b sin ωt and with ω = 2πf. The total field on layer j is called Bⱼ. The Landau–Lifshitz–Gilbert equation is

dmⱼ/dt = −γ mⱼ × Bⱼ + α mⱼ × dmⱼ/dt.   (3)

For small tilts, mⱼz differs from 1 by a term of second order, so to first order it is set to 1. Let k be the other layer. The field components on layer j are then

z component: B + Bₖⱼ + Bₓ ≡ Hⱼ,
x component: Bₓ mₖx + b cos ωt ≡ X,
y component: Bₓ mₖy + b sin ωt ≡ Y.

The x component of m × B is m_y H − Y, and its y component is X − m_x H. In the damping term, the vector z × dm/dt has components −dm_y/dt and dm_x/dt. Equation (3) therefore gives, for each layer,

dm_x/dt = −γH m_y + γY − α dm_y/dt,
dm_y/dt = γH m_x − γX + α dm_x/dt.

Define ψ = m_x + i m_y and add i times the second line to the first. The precession terms combine as −m_y + i m_x = iψ. The transverse field terms combine as Y − iX = −i(X + iY). The damping terms combine as −dm_y/dt + i dm_x/dt = i dψ/dt. Moving the damping term to the left gives

(1 − iα) dψⱼ/dt = iγ[Hⱼψⱼ − Bₓψₖ − b exp(iωt)].   (4)

In the steady state ψⱼ = aⱼ exp(iωt), and the derivative brings down iω = 2πif. Dividing by 2πi, and defining the local frequency fⱼ = γ(B + Bₖⱼ)/(2π) and the drive frequency amplitude β = γb/(2π), we obtain

(f₁ + J)a₁ − J a₂ − f(1 − iα)a₁ = β,
(f₂ + J)a₂ − J a₁ − f(1 − iα)a₂ = β.   (5)

Exchange appears twice: it raises the frequency of a spin whose partner stands still, and it transmits the partner's motion with the opposite sign. When a₁ = a₂ the two contributions cancel, which is the absence of torque between parallel spins.

The natural variables are the in-phase and antiphase amplitudes

u = (a₁ + a₂)/√2,   v = (a₁ − a₂)/√2,

with inverse a₁ = (u + v)/√2 and a₂ = (u − v)/√2. Write λ = f(1 − iα). In the sum of equations (5) the J terms cancel, leaving f₁a₁ + f₂a₂ − λ(a₁ + a₂) = 2β. Dividing by √2 and inserting the inverse relations turns the first two terms into [f₁(u + v) + f₂(u − v)]/2 = f₀u + Dv.

In the difference the J terms add, leaving (f₁ + 2J)a₁ − (f₂ + 2J)a₂ − λ(a₁ − a₂) = 0. Division by √2 turns the first two terms into [(f₁ + 2J)(u + v) − (f₂ + 2J)(u − v)]/2 = Du + (f₀ + 2J)v. Hence

(f₀ − λ)u + D v = √2 β,
D u + (f₀ + 2J − λ)v = 0.   (6)

The uniform field drives u and not v. The antiphase motion is dark, lies 2J above the bright one in frequency, and is reached through D. At D = 0 the two frequencies are f₀ and f₀ + 2J, which confirms the separation assumed in the symmetry argument.

The second of equations (6) gives v = −Du/(f₀ + 2J − λ). Substitution in the first and multiplication by f₀ + 2J − λ yield

u = √2 β (f₀ + 2J − λ)/[(f₀ − λ)(f₀ + 2J − λ) − D²].   (7)

The resonances are the zeros of the denominator. With y = λ − f₀ − J, its two factors are −(y + J) and −(y − J), so the denominator equals y² − J² − D². It vanishes at y = ±S, where

S = √(J² + D²),
f₋ = f₀ + J − S,   f₊ = f₀ + J + S.   (8)

The denominator is thus (f₋ − λ)(f₊ − λ). The quantity that couples to a uniform field is the mean amplitude a = (a₁ + a₂)/2 = u/√2. We split it into partial fractions,

a = β[w₋/(f₋ − λ) + w₊/(f₊ − λ)].   (9)

To find w₋, multiply both forms of a/β by f₋ − λ and set λ = f₋. This gives w₋ = (f₀ + 2J − f₋)/(f₊ − f₋). From (8), the numerator is J + S and the denominator 2S. In the same way w₊ = (f₀ + 2J − f₊)/(f₋ − f₊) = (J − S)/(−2S). Therefore

w₋ = (S + J)/(2S),   w₊ = (S − J)/(2S),   w₋ + w₊ = 1.   (10)

The relative strength is R = w₊/w₋ = (S − J)/(S + J). Multiplying numerator and denominator by S + J, and using S² − J² = D², gives

R = [D/(J + S)]².   (11)

For strong coupling put x = D/J. Then S = J(1 + x²/2 + …) and J + S = 2J(1 + x²/4 + …). The inverse square of the last bracket is 1 − x²/2 + …, so

R = (D²/4J²)[1 − D²/(2J²) + …].   (12)

The coefficient in (1) is C = 1/4. Since S > J whenever D ≠ 0, equation (11) also shows that D²/(4J²) exceeds R at every finite coupling. Here D is half the separation of the local frequencies. In terms of the full separation f₁ − f₂, the leading result is (f₁ − f₂)²/(16J²).

The motion in time shows where this factor comes from. Take the undamped, undriven pair after a uniform tilt, in the frame rotating at f₀. Equation (4) then reads

du/dt = 2πi D v,   dv/dt = 2πi(D u + 2J v),

with u = 1 and v = 0 at t = 0. Without exchange, v begins to grow as 2πiDt: the spins drift out of phase. With strong exchange the magnitude of u stays close to 1, and its phase changes little over times much shorter than J/D². With u set to 1 for such times, the second equation has the solution

v = (D/2J)[exp(4πiJt) − 1],

as differentiation confirms. Its magnitude never exceeds D/J at this order. Exchange turns the antiphase deviation around before detuning can build it up. Inserting v in the equation for u gives du/dt = 2πi(D²/2J)[exp(4πiJt) − 1]. The constant term lowers the precession frequency by D²/(2J). The oscillating term integrates to (D²/4J²)[exp(4πiJt) − 1], which is a component at 2J above f₀ with relative amplitude D²/(4J²). This is the second line. One factor D/(2J) expresses how much in-phase motion the upper mode contains when the field excites it, and the other expresses how much of that mode a uniform measurement sees.

We now connect these strengths with absorbed power. A moment μ in the drive field has energy −μ m·b(t). The changing field does work at the rate −μ m·db/dt, and in the steady state the mean of this rate is the power lost to damping. In complex notation the transverse magnetization is a exp(iωt) and the derivative of the field is iωb exp(iωt). Their scalar product is the real part of a*iωb, which equals ωb Im a. The mean power per layer is therefore P = −μωb Im a.

For each term in (9), fₙ − λ = fₙ − f + iαf, where n stands for − or +, and the imaginary part of its inverse is −αf/[(fₙ − f)² + α²f²]. With ωβ = fγb, and after division of numerator and denominator by f²,

p(f) ≡ P/(μγb²) = Σₙ wₙ α/[(fₙ/f − 1)² + α²].   (13)

Each term by itself has its maximum wₙ/α at f = fₙ. It falls to half when fₙ/f − 1 = ±α, that is, at f = fₙ/(1 ± α). The difference of these two frequencies is the full linewidth

Δfₙ = 2αfₙ/(1 − α²).   (14)

The ratio of the two separate peak heights is R, although the upper line is wider. Frequency-integrated power would be a poor measure of strength, because each term of (13) tends to the constant wₙα/(1 + α²) at high frequency and its integral diverges. That is a property of Gilbert damping with constant α, carried far beyond the resonance.

Equal damping has kept the derivation simple: α enters (6) through λ alone and does not mix u with v. The parallel state must also be stable, which requires both mode frequencies to be positive. Their product is f₀(f₀ + 2J) − D² = f₁f₂ + 2Jf₀, since f₀² − D² = f₁f₂. For positive f₁, f₂ and J, both the product and the sum 2f₀ + 2J are positive, so the condition holds.

For numbers, consider an unpatterned composite free layer of the kind used in perpendicular magnetic memory: two CoFeB films joined through a thin metal spacer. The values are rough and typical: M = 1.0 MA/m, t = 1.0 nm for each film, Aₓ = 0.20 mJ/m², α = 0.01, g = 2.1, an applied field of 0.30 T along the film normal, and effective anisotropy fields of 0.30 and 0.20 T. Equation (2) gives

Bₓ = (0.20×10⁻³ J/m²)/[(1.0×10⁶ A/m)(1.0×10⁻⁹ m)] = 0.200 T.

With γ/2π = 29.392 GHz/T,

J = 29.392 × 0.200 = 5.878 GHz,
f₁ = 29.392 × 0.60 = 17.635 GHz,
f₂ = 29.392 × 0.50 = 14.696 GHz.

Hence f₀ = 16.166 GHz, D = 1.470 GHz, D/J = 0.250 and S = 6.059 GHz. The lines lie at

f₋ = 16.166 + 5.878 − 6.059 = 15.985 GHz,
f₊ = 16.166 + 5.878 + 6.059 = 28.103 GHz.

The main line lies 0.181 GHz below f₀, against 0.184 GHz from D²/(2J). The relative strength is

R = [1.470/(5.878 + 6.059)]² = 1.52 %,

against 1.56 % from D²/(4J²). Two layers whose separate lines would be equally strong and 2.94 GHz apart now show one line with 98.5 % of the total strength.

The small-angle step can be checked on the nonlinear equation (3), with the anisotropy field kept proportional to mⱼz. It was integrated in time with a drive of 0.03 mT, allowed to settle for 12 ns, and averaged over 40 drive periods. The power p was 98.507 at f₋ and 1.5458 at f₊. Equation (13) gives the same values to the digits shown. The second value exceeds w₊/α = 1.493 because the tail of the main line also absorbs at f₊.

## Second half: what is narrowed, and what can be seen

The local frequencies are f₁ and f₂, with mean f₀ and half difference D. J is the exchange field multiplied by γ/2π, and S = √(J² + D²). Two equal layers with common damping α have lines at f∓ = f₀ + J ∓ S with strengths w∓ = (S ± J)/(2S), upper signs together. The strength ratio is R = w₊/w₋ = [D/(J + S)]², which tends to D²/(4J²) for J ≫ D. The normalized power p is the sum over both lines of wₙα/[(fₙ/f − 1)² + α²], and each line alone has full width 2αfₙ/(1 − α²). The example has f₀ = 16.166, D = 1.470 and J = 5.878 GHz, with α = 0.01.

The word narrowing might suggest that the two lines approach each other and merge. In this model they do the opposite. Their separation is 2S, which grows from 2|D| without coupling towards 2J. The lower line moves towards the mean local frequency and gains strength, while the upper one moves away and fades. There is no threshold coupling, because S and the strengths vary smoothly with J.

The moments of the strength distribution make this precise. Since w₊ − w₋ = −J/S, the mean line frequency is

w₋f₋ + w₊f₊ = f₀ + J + S(w₊ − w₋) = f₀.   (15)

For the second moment about f₀, use f₋ − f₀ = J − S and f₊ − f₀ = J + S:

w₋(J − S)² + w₊(J + S)²
= [(S + J)(S − J)² + (S − J)(S + J)²]/(2S)
= (S − J)(S + J)[(S − J) + (S + J)]/(2S)
= D².   (16)

The last step uses S² − J² = D² and the fact that the square bracket equals 2S. The second moment is the same at every coupling. Exchange leaves the spread of the strength distribution unchanged and alters its shape: nearly all the strength gathers close to f₀, and a small remainder of about D²/(4J²) sits at a distance of about 2J. The product of that remainder and the squared distance is D², so the weak line carries almost the whole second moment. The visible line becomes narrow because the spread has moved into a line that is hard to see. Moreover, the strength at distance 2J must fall as 1/J² if the second moment is to stay fixed, which is another way to see the quadratic law.

The change with coupling is shown below, with the local frequencies and damping held fixed at the values of the example.

| Aₓ (mJ/m²) | f₊ (GHz) | R (%) | D²/4J² (%) |
|---|---|---|---|
| 0.05 | 19.71 | 17.2 | 25.0 |
| 0.10 | 22.39 | 5.57 | 6.25 |
| 0.20 | 28.10 | 1.52 | 1.56 |
| 0.40 | 39.77 | 0.388 | 0.391 |
| 0.80 | 63.24 | 0.097 | 0.098 |

We have found the frequencies and strengths of the two lines at any coupling, and shown that exchange gathers nearly all the strength near f₀ while leaving the second moment at D². It remains to see how this appears in field sweeps and linewidths, when the second line can be observed, and how departures from the ideal model change the result.

Numerical values quoted here were computed with a short program.
